\section*{Numerical viscosity in a monotone Lax-Friedrichs scheme for nonconvex etching}

\section{The etching law}

Q: You want to move an etched surface on a grid with added numerical viscosity. Before we argue about its size, what equation is being solved, and why should it be nonconvex?

A: Let $h(x,t)$ be the surface height, $p=h_x=\tan\theta$ its slope, and let ions arrive vertically. A strip of horizontal width $dx$ receives the same number of ions whatever its tilt. If the flux per horizontal area is $J$, the yield $Y(\theta)$ and the volume per atom $\Omega$, the volume removed per horizontal area and time is $J\Omega Y(\theta)$. That is the rate at which the height falls, so
\begin{equation}
h_t+H(h_x)=0,\qquad H=J\Omega Y(\theta).
\end{equation}
For the yield I take a model that rises with tilt and falls again near grazing incidence. With $q=1/\cos\theta=\sqrt{1+p^2}$ and $R_0=J\Omega Y(0)$,
\begin{equation}
H(p)=R_0\,q^{f}e^{-S(q-1)},\qquad f>S>0 .
\end{equation}
Since $dq/dp=p/q$, differentiating $\ln H$ gives
\begin{equation}
H'=H\,\frac{gp}{q},\qquad g=\frac fq-S .
\end{equation}
For the second derivative, $dg/dp=-fp/q^3$ and $d(p/q)/dp=1/q^3$. Hence
\begin{equation}
H''=H\left[\frac{g^2p^2}{q^2}+\frac{g}{q^3}-\frac{fp^2}{q^4}\right].
\end{equation}
At $p=0$ this is $R_0(f-S)>0$. At the yield peak $g=0$, and it is $-Hfp^2/q^4<0$. The curvature changes sign in between, so $H$ is neither convex nor concave.

Q: And the scheme?

A: Let $p_-=(h_j-h_{j-1})/dx$ and $p_+=(h_{j+1}-h_j)/dx$, with mean $P=(p_-+p_+)/2$. One explicit step is
\begin{equation}
G_j(h)=h_j-dt\left[H(P)-\frac A2(p_+-p_-)\right].\label{step}
\end{equation}
The constant $A$ is a speed. Because $p_+-p_-\approx dx\,h_{xx}$, the added diffusion coefficient is $A\,dx/2$. The factor $1/2$ matters: the threshold we are after refers to $A$ in this normalization.

\section{What monotonicity demands}

Q: What do you mean by monotone, and on which surfaces?

A: Fix a slope interval $[a,b]$ with $a<b$, on which $H'$ is continuous. A surface is admissible if all its one-sided slopes lie in $[a,b]$. The step is monotone if, for any two admissible surfaces with $h_i\le k_i$ at every node, $G_j(h)\le G_j(k)$ at every node. Physically, a surface that starts below another must not emerge above it.

Q: Then show me where viscosity enters.

A: Differentiate \eqref{step} with respect to the three old heights. Write $L=dt/dx$. Raising $h_{j+1}$ changes $P$ at the rate $1/(2dx)$ and $p_+-p_-$ at the rate $1/dx$. Raising $h_{j-1}$ changes them at the rates $-1/(2dx)$ and $1/dx$. Raising $h_j$ leaves $P$ alone and changes the difference at the rate $-2/dx$. Therefore
\begin{align}
\frac{\partial G_j}{\partial h_{j+1}}&=\frac L2\,[A-H'(P)],\\
\frac{\partial G_j}{\partial h_{j-1}}&=\frac L2\,[A+H'(P)],\\
\frac{\partial G_j}{\partial h_j}&=1-LA .
\end{align}
All three are nonnegative for every $P$ in $[a,b]$ if
\begin{equation}
A\ge\max_{a\le p\le b}|H'(p)|,\qquad LA\le1. \label{rule}
\end{equation}

Q: Nonnegative derivatives are local. Two ordered surfaces may be far apart.

A: Join them by $h^{(s)}=h+s(k-h)$, $0\le s\le1$. Its slopes are weighted means of slopes in $[a,b]$, so it stays admissible. Then
\begin{equation}
G_j(k)-G_j(h)=\int_0^1\sum_i\frac{\partial G_j}{\partial h_i}\bigg|_{h^{(s)}}(k_i-h_i)\,ds\ge0,
\end{equation}
since every factor is nonnegative. This proves sufficiency.

Q: You have not shown that the viscosity is required. Perhaps a cleverer argument manages with less.

A: Suppose $A<|H'(p_0)|$ for some $p_0$ in $[a,b]$. By continuity the inequality also holds at a slope inside the interval, so take $p_0$ there. Start from the plane $h_j=p_0j\,dx$. If $H'(p_0)>0$, raise one right-hand neighbour by a small $\delta>0$. The raised surface is still admissible, but
\begin{equation}
\delta G_j=\frac L2[A-H'(p_0)]\,\delta+o(\delta)<0 .
\end{equation}
The higher surface gives a lower new height. If $H'(p_0)<0$, raise the left-hand neighbour instead. If $LA>1$, raise the central node. So \eqref{rule} is both necessary and sufficient for this scheme with constant $A$.

A linear law makes the bound transparent. For $H=cp$ with $c>0$, the choice $A=c$ turns \eqref{step} into $h_j-Lc(h_j-h_{j-1})$, a one-sided difference. Any smaller $A$ gives the right neighbour a negative weight.

Q: The slopes may leave $[a,b]$ later. Must $A$ be revised at each step?

A: No. Adding a constant to $h$ adds the same constant to $G(h)$, and shifting $h$ by one cell shifts $G(h)$. Admissibility says
\begin{equation}
h_j+a\,dx\le h_{j+1}\le h_j+b\,dx .
\end{equation}
Read this as an ordering of three admissible surfaces: the original raised by $a\,dx$, the shifted one, and the original raised by $b\,dx$. Monotonicity preserves the ordering, so
\begin{equation}
G_j+a\,dx\le G_{j+1}\le G_j+b\,dx .
\end{equation}
The new slopes lie in $[a,b]$ again. By induction one value of $A$ serves for the whole run, if the boundary treatment also respects the slope range.

\section{Where the maximum lies}

Q: Then I evaluate $|H'|$ at the flattest and steepest parts of my profile and take the larger value.

A: That is justified if $H$ is convex or concave on the range, because $H'$ is then monotonic and $|H'|$ is largest at an end. Here $H'$ can peak at an interior inflection.

Take argon milling of an MgB$_2$ film at 500 eV. The film's structure enters through the volume per atom. As model inputs I set the lattice constants to $0.309$ and $0.352$ nm; only their first two figures, $0.31$ and $0.35$, should be taken as physical information. With three atoms per hexagonal cell,
\begin{equation}
\Omega=\frac{\sqrt3}{2}\,\frac{(0.309)^2(0.352)}{3}=0.00970\ \mathrm{nm^3}.
\end{equation}
A current density of $0.5$ mA/cm$^2$ is $31.2$ ions/(nm$^2$ s). With an assumed yield of $0.5$ atoms per ion,
\begin{equation}
R_0=31.2\times0.5\times0.00970=0.151\ \mathrm{nm/s},
\end{equation}
or about 9.1 nm/min. I choose $f=1.9$ and $S=0.8$, which put the yield peak at $65.1^\circ$. The profile has flat ground and a wall of slope $2.5$, that is $68.2^\circ$.

At the ends, $H'(0)=0$ and $H'(2.5)=-0.0225$ nm/s. Your rule gives $A_{\rm end}=0.0225$ nm/s. But $H''=0$ at $p=0.850$, or $40.4^\circ$, where
\begin{equation}
A_{\rm need}=H'(0.850)=0.5476R_0=0.0829\ \mathrm{nm/s}.
\end{equation}
Your value is too small by a factor of 3.7. For a wall at the yield peak, $p=2.154$, both end derivatives vanish and your rule would prescribe no viscosity; the requirement would still be $0.0829$ nm/s. For walls shallower than $40.4^\circ$, $H$ is convex on the range and your rule is correct.

Q: My profile contains no $40^\circ$ surface. It jumps from flat to wall.

A: The scheme evaluates $H$ at the mean slope, so it visits intermediate slopes at once. Put a kink at node 0, with slopes $p_l$ and $p_r>p_l$. The new heights are
\begin{align}
G_0&=-dt\left[H(P)-\frac A2(p_r-p_l)\right],\\
G_{-1}&=-p_l\,dx-dt\,H(p_l).
\end{align}
Their difference divided by $dx$ is the new left slope:
\begin{equation}
p_l^{\rm new}=p_l+L\left[H(p_l)-H(P)+\frac A2(p_r-p_l)\right].
\end{equation}
Since $P-p_l=(p_r-p_l)/2$, this falls below $p_l$ precisely when
\begin{equation}
A<\frac{H(P)-H(p_l)}{P-p_l}.
\end{equation}
At the foot of our wall $p_l=0$ and $P=1.25$, and the secant slope on the right is $0.0620$ nm/s. With $A_{\rm end}$ and $L=2.617$ s/nm,
\begin{equation}
p_l^{\rm new}=2.617\times1.25\,(0.0225-0.0620)=-0.129 .
\end{equation}
Flat ground beside a rising wall acquires a downward slope in one step. The result depends on $L$ but not on $dx$, so refining the grid at fixed $L$ does not remove it.

Q: A kink is a special surface. Does the threshold show up without using your derivative formulas?

A: I raised neighbours on planes across the slope range and bisected for the smallest $A$ that preserved order. The result was $0.0829$ nm/s, equal to $A_{\rm need}$ within the test's relative tolerance of $10^{-5}$. I also advanced 4000 pairs of random admissible surfaces, each pair touching from above. At $L=2.617$ s/nm no pair lost its order with $A_{\rm need}$, whereas 21.6 percent did with $A_{\rm end}$. Each surface had 40 slopes drawn uniformly from the range; the percentage belongs to that sampling and runs from roughly 17 to 23 for surfaces of 10 to 160 cells.

\section{Stability is a different condition}

Q: If the viscosity is so inadequate, the calculation should blow up and warn me.

A: Not necessarily. Perturb a plane by a Fourier mode $e^{ikj}$ and set $u=LA$, $v=LH'(p)$. The three derivatives above give the factor per step
\begin{align}
\gamma&=1-u+\frac{u+v}{2}e^{-ik}+\frac{u-v}{2}e^{ik}\nonumber\\
&=1-u(1-\cos k)-iv\sin k .
\end{align}
Let $c=1-\cos k$, so that $\sin^2k=c(2-c)$. Then
\begin{align}
|\gamma|^2-1&=(1-uc)^2+v^2c(2-c)-1\nonumber\\
&=c\left[-2(u-v^2)+c(u^2-v^2)\right].
\end{align}
The bracket is linear in $c$, so it is nonpositive on $0\le c\le2$ if and only if it is nonpositive at both ends. At $c=0$ this requires $u\ge v^2$. At $c=2$ the bracket is $2u(u-1)$, which requires $0\le u\le1$. The linear stability condition is
\begin{equation}
(LH')^2\le LA\le1 .
\end{equation}
Monotonicity instead asks for $L|H'|\le LA\le1$. When $0<L|H'|<1$, there is a gap between the two.

I chose $L=2.617$ s/nm so that $A_{\rm end}$ falls in this gap: the largest $(LH')^2$ is $0.0471$, while $LA_{\rm end}=0.0588$. Every plane in the slope range is linearly stable, yet order is lost. With $A_{\rm need}$, monotonicity would allow $L$ up to $12.06$ s/nm; I keep the smaller $L$ for both viscosities so that the comparison changes $A$ alone.

\section{Which corner solution is correct?}

Q: To call a result wrong you need a reference. At a corner $h_x$ does not exist.

A: I use the viscosity solution. Its definition comes from adding a small diffusion $\epsilon h_{xx}$ to the right-hand side of the etching law. If a smooth $\phi$ touches $h$ from above, then $h_t=\phi_t$, $h_x=\phi_x$ and $h_{xx}\le\phi_{xx}$ there, so $\phi_t+H(\phi_x)\le\epsilon\phi_{xx}$. Letting $\epsilon\to0$ leaves $\phi_t+H(\phi_x)\le0$. Touching from below gives $\ge0$. These two inequalities replace the differential equation at corners. That they select a single solution for given initial data is a standard comparison theorem, which I use without proving it.

For a convex corner, such as the foot, the solution is
\begin{equation}
h(x,t)=\max_{a\le p\le b}[px-tH(p)] .\label{hopf}
\end{equation}
At $t=0$ it is the initial corner. If $\phi$ touches it from above, $\phi$ also touches a maximizing plane, of slope $p_0$ say. Their derivatives agree, so $\phi_t+H(\phi_x)=-H(p_0)+H(p_0)=0$.

If $\phi$ touches from below at $(x_0,t_0)$, its gradient is a weighted mean of the gradients $(p_i,-H(p_i))$ of the maximizing planes, because a maximum of planes is convex. Let $m$ be the maximum value. From $px_0-t_0H(p)\le m$,
\begin{equation}
H(p)\ge \ell(p)=\frac{px_0-m}{t_0},
\end{equation}
with equality at each $p_i$. With weights $w_i$, linearity of $\ell$ gives
\begin{equation}
\phi_t=-\sum_iw_iH(p_i)=-\ell(\phi_x)\ge-H(\phi_x).
\end{equation}
This is the second inequality. For a concave corner, such as the shoulder, replace the maximum by a minimum; the line then lies above $H$ and the two arguments exchange roles.

Q: What do these formulas say about the shape?

A: A slope jump occurs where one line supports $H$ at two slopes. At the shoulder, the flat top ends in a jump to a slope $p_f$ given by
\begin{equation}
H'(p_f)=\frac{H(p_f)-H(0)}{p_f}=\frac xt .
\end{equation}
This gives $p_f=1.355$, or $53.6^\circ$. After 600 s this edge has moved $37.4$ nm into the flat top. Behind it there is no plane facet: the surface is curved, with $H'(p)=x/t$, and its slope rises continuously from $1.355$ at the edge to $2.5$ at $x=-13.5$ nm. At the foot the tangent passes through the wall point of $H$ and touches at slope $0.286$:
\begin{equation}
H'(0.286)=\frac{H(2.5)-H(0.286)}{2.5-0.286}=\frac xt .
\end{equation}
That jump has moved $26.7$ nm toward the wall. With $A_{\rm need}$ and $dx=0.125$ nm the scheme puts the two jumps at $37.9$ and $27.1$ nm, a few cells away.

\section{Refining the grid}

Q: Then refine the grid. Surely both viscosities approach the same profile, since $A\,dx/2$ vanishes.

A: Here are the largest height errors relative to the corner solution, for $|x|\le80$ nm after 600 s, with $L$ held at about $2.617$ s/nm:
\begin{center}
\begin{tabular}{lccc}
$dx$ (nm) & 2 & 0.5 & 0.125\\
foot, $A_{\rm need}$ (nm) & 3.47 & 1.27 & 0.43\\
foot, $A_{\rm end}$ (nm) & 6.19 & 6.22 & 6.22\\
shoulder, $A_{\rm need}$ (nm) & 5.19 & 1.96 & 0.69\\
shoulder, $A_{\rm end}$ (nm) & 1.15 & 1.90 & 2.08
\end{tabular}
\end{center}
With sufficient viscosity both errors fall. With $A_{\rm end}$ the foot error stays near 6.2 nm, about 7 percent of the flat etch depth of 90.8 nm. The shoulder error grows as the grid is refined. On these grids there is no approach to the reference. The size of these errors depends on $L$ as well: at $L=0.5$ s/nm and $dx=0.125$ nm they are $4.87$ nm at the foot and $0.88$ nm at the shoulder. Nor is $A_{\rm need}$ the threshold for convergence at these particular corners. With $A=0.062$ nm/s, which is not monotone, the errors still fall from $2.08$ to $0.27$ nm at the foot and from $3.84$ to $0.50$ nm at the shoulder between $dx=2$ and $0.125$ nm. With $A=0.040$ nm/s the shoulder error falls but the foot error stays above 1 nm. Monotonicity gives a guarantee; below the bound the outcome must be checked case by case.

Q: At the shoulder your undersized scheme wins on the coarse grid.

A: It does: $1.15$ against $5.19$ nm at $dx=2$ nm. But the advantage does not last: at $dx=0.125$ nm the errors are $2.08$ and $0.69$ nm. A single coarse run could recommend the wrong choice. Nor do the slopes give reliable warning. On the finest grid the foot reaches slope $-0.35$, but the shoulder stays within $[0,2.5]$ throughout and still has the wrong height.

Q: So should I choose $A$ generously, to be safe?

A: There is a price. For a smooth surface, \eqref{step} gives $h-dt\,H+dt\,A\,dx\,h_{xx}/2$ to leading order. The exact evolution has $h_t=-H$ and
\begin{equation}
h_{tt}=-H'h_{xt}=H'\,\partial_xH(h_x)=(H')^2h_{xx}.
\end{equation}
Subtracting $h-dt\,H+dt^2(H')^2h_{xx}/2$ leaves the error of one step,
\begin{equation}
dt\,D\,h_{xx},\qquad D=\frac{dx}{2}\left[A-L(H')^2\right].
\end{equation}
At fixed $dx$ and $L$, each increase in $A$ therefore raises $D$ by $dx/2$ times that increase. It also lowers the largest permitted $L=1/A$.

\section{The real film}

Q: How much of this survives in an actual milling chamber?

A: The current density, energy and yield are rough typical values for argon milling, and the angular law is a model, not a fit to MgB$_2$. One doubtful assumption is that sputtered atoms never return. A wall at angle $\theta$ beside a wide floor intercepts a fraction $(1-\cos\theta)/2=0.314$ of the floor's emission per unit area, for cosine emission. If all of it sticks, the wall regains height at $0.50$ times its etch rate. Treating every slope this way raises the required viscosity to $0.0928$ nm/s, 12 percent above $A_{\rm need}$, and moves the maximum to the wall slope $2.5$, where the end-slope rule would find it. This estimate leaves out the reverse transfer from wall to floor, which beside the foot of a tall wall is about $0.20R_0$ under the same assumptions. If redeposition is modelled by such a slope-dependent rate, the bound must be taken from the full rate, redeposition included. Redeposition that depends on distant parts of the surface lies outside the derivation given here and needs its own monotonicity analysis. A Gaussian spread of beam directions in the plane of the profile, with standard deviation $5^\circ$, changes the requirement much less, to $0.0802$ nm/s ($0.0803$ if the tails are cut at three standard deviations, as in the output below).

A collision cascade about $1.5$ nm across sets a diffusion scale $R_0\times1.5\ \mathrm{nm}=0.23$ nm$^2$/s, whose sign and prefactor I leave open. The sign matters: the corner solution used here presupposes a small positive diffusion, whereas a negative one would amplify short ripples instead of rounding corners. At $dx=0.125$ nm the numerical diffusion is at most $0.0052$ nm$^2$/s, far below that scale. Corner details of nanometre size therefore belong to the model and are not a prediction for the film. The heat load of $0.25$ W/cm$^2$ calls for attention to cooling, since the model has no temperature. Preferential sputtering, reflected ions and crystal anisotropy are not estimated.

Q: Then state the rule I can use, with its conditions.

A: For a rate that depends on local slope, and for the step \eqref{step} with constant $A$, scan $|H'|$ over the whole interval between the extreme slopes, interior inflections included. Set $A$ to the maximum found and keep $A\,dt/dx\le1$. For this film without redeposition that means $A=0.083$ nm/s and $dt/dx\le12$ s/nm. The remaining figures are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
MgB2 cell a, c: 0.309, 0.352 nm
volume per atom: 0.00970 nm3
current density: 0.5 mA/cm2; ion energy: 500 eV
ion flux: 31.208 ions/(nm2 s); yield: 0.5 atoms/ion
yield parameters f, S: 1.9, 0.8
flat etch rate R0: 0.1514 nm/s = 9.08 nm/min
time: 600 s; flat depth: 90.83 nm
slope range: 0.0 to 2.5; wall angle: 68.20 deg
yield peak: slope 2.1542, angle 65.10 deg
peak rate / R0: 1.7220; wall rate / R0: 1.6953
inflection: slope 0.8498, angle 40.36 deg
H' at end slopes: 0.00000, -0.02249 nm/s
required viscosity A_need: 0.08291 nm/s
A_need / R0: 0.5476
threshold found by bisection: 0.08291 nm/s
end-slope viscosity A_end: 0.02249 nm/s
A_need / A_end: 3.687
largest monotone dt/dx with A_need: 12.061 s/nm
dt/dx used in all corner runs: 2.617 s/nm
A dt/dx for A_need, A_end: 0.2170, 0.0588
(A_need dt/dx)^2: 0.0471
largest Fourier growth factor with A_end: 0.99999941
random pairs losing order with A_end: 21.6 percent
foot secant slope of H: 0.06199 nm/s
foot slope after one step with A_end: -0.1292
diffusion test, measured: 4.8066e-04 nm2/s
diffusion test, formula: 4.8069e-04 nm2/s
foot, A_need: max height error at dx=2, 0.5, 0.125 nm: 3.4745, 1.2674, 0.4347 nm
foot, A_need: slope extremes over run, dx=0.125 nm: 0.0000, 2.5000
foot, A_end: max height error at dx=2, 0.5, 0.125 nm: 6.1934, 6.2167, 6.2229 nm
foot, A_end: slope extremes over run, dx=0.125 nm: -0.3496, 2.5000
shoulder, A_need: max height error at dx=2, 0.5, 0.125 nm: 5.1919, 1.9592, 0.6932 nm
shoulder, A_need: slope extremes over run, dx=0.125 nm: 0.0000, 2.5000
shoulder, A_end: max height error at dx=2, 0.5, 0.125 nm: 1.1465, 1.9006, 2.0790 nm
shoulder, A_end: slope extremes over run, dx=0.125 nm: 0.0000, 2.5000
shoulder facet edge: slope 1.3548, 53.57 deg
facet edge position, tangent / run: 37.37 / 37.94 nm
foot jump from slope 0.2858 (15.95 deg) to 2.5
foot jump position, tangent / run: 26.74 / 27.06 nm
floor-to-wall view factor: 0.3143
redeposition / wall etch rate: 0.499
required viscosity with redeposition: 0.09276 nm/s
slope where that maximum lies: 2.500
required viscosity, 5 deg divergence: 0.08028 nm/s
cascade size: 1.5 nm; R0 x size: 0.2271 nm2/s
numerical diffusion bound A_need dx/2, dx=0.125 nm: 0.00518 nm2/s
beam heat load: 0.250 W/cm2
\end{verbatim}
